# Egg-Box Error of Projector Integrals on a Uniform Grid, part 2

In the projector augmented-wave (PAW) method, an orbital $\psi$ is projected on a projector $p$ centred on an atom at $\mathbf R=(X,Y,Z)$. On a cubic grid $\mathbf r_{\mathbf n}=h\mathbf n$ the integral $P=\int p^*(\mathbf r-\mathbf R)\psi\,d^3r$ becomes a sum $P_h$, whose error varies with the atom's position: the egg-box error. The orbital's grid values are taken as exact. Algebra is in atomic units; the examples use Å and eV.

The reciprocal grid vectors are $\mathbf G=g\mathbf m$, with $g=2\pi/h$ and integer triples $\mathbf m$, and $\tilde p(\mathbf q)=\int p\,e^{-i\mathbf q\cdot\mathbf r}d^3r$ is taken about the projector's centre.

Earlier results:

- **(a)** For continuous $f$ that is zero outside a bounded region, with transform $F$ and finite $\sum_{\mathbf G}|F(\mathbf G)|$,
$$h^3\sum_{\mathbf n}f(\mathbf r_{\mathbf n})=\sum_{\mathbf G}F(\mathbf G).$$
- **(b)** If a real, spherical $f$ moves with the atom, the six shortest nonzero $\mathbf G$ give the error
$$\delta(\mathbf R)\approx2F(g)\,(\cos gX+\cos gY+\cos gZ).$$
- **(c)** For $\psi=\sum_{\mathbf k}c_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}$,
$$\delta P(\mathbf R)=P_h-P=\sum_{\mathbf k}c_{\mathbf k}\,e^{i\mathbf k\cdot\mathbf R}\sum_{\mathbf G\neq0}e^{-i\mathbf G\cdot\mathbf R}\,\tilde p^*(\mathbf k-\mathbf G).$$
For the standing wave $\psi=A\cos kx$, a real spherical projector and $\mathbf R=(jh,0,0)$ with integer $j$, $\delta P(jh)=A\,S(\mathbf k)\cos(kjh)$, where $S(\mathbf k)=\sum_{\mathbf G\ne0}\tilde p(\mathbf k-\mathbf G)$.
- **(d)** The energy is $E=D|P|^2$ with real constant $D$, and on the grid $E_h=D|P_h|^2$. For $\psi=c\,e^{i\mathbf k\cdot\mathbf r}$ the first-order error is
$$E^{(1)}(\mathbf R)=2D|c|^2\,{\rm Re}\sum_{\mathbf G\neq0}e^{-i\mathbf G\cdot\mathbf R}\,\tilde p(\mathbf k)\,\tilde p^*(\mathbf k-\mathbf G).$$
Its cell average is zero; the average of $E_h-E$ is quadratic in the small components. The true force is zero, but a harmonic $E_1\cos gX$ gives the force $gE_1\sin gX$.

### (e) The Fourier components of a smooth, localized projector

**Question.** Take $p(r)=(1-r^2/a^2)^3$ for $r<a$ and zero outside. Find $\tilde p(q)$ and its behaviour for $qa\gg1$. How smooth must a projector of this family be for the sum over $\mathbf G$ to converge absolutely?

**Solution.** For a spherical function the average of $e^{-i\mathbf q\cdot\mathbf r}$ over directions is $\sin(qr)/(qr)$. With $t=r/a$ and $x=qa$,

$$\tilde p=4\pi\int_0^ar^2p(r)\frac{\sin qr}{qr}\,dr=\frac{4\pi a^3}{x}\int_0^1t(1-t^2)^3\sin(xt)\,dt .$$

Since $t(1-t^2)^3=-\frac18\frac{d}{dt}(1-t^2)^4$, one integration by parts gives

$$\tilde p=\frac{\pi a^3}{2}\int_0^1w(t)\cos(xt)\,dt,\qquad w(t)=(1-t^2)^4 .$$

The boundary term vanishes at $t=0$ through the sine and at $t=1$ through $w$. The factor is $\frac{4\pi a^3}{x}\cdot\frac x8=\frac{\pi a^3}2$. At $x=0$ the integral is $1-\frac43+\frac65-\frac47+\frac19=\frac{128}{315}$, so $\tilde p(0)=64\pi a^3/315$.

For $x>0$ integrate by parts until the polynomial $w$ is used up. At $t=0$ all boundary terms vanish, because each contains either $\sin0$ or an odd derivative of the even function $w$. At $t=1$ set $s=t-1$. Then $1-t^2=-s(2+s)$ and

$$w=s^4(2+s)^4=16s^4+32s^5+24s^6+8s^7+s^8 .$$

The first three derivatives of $w$ are zero there, as is $w$ itself. The next five are $4!\cdot16=384$, $5!\cdot32=3840$, $6!\cdot24=17280$, $7!\cdot8=40320$ and $8!=40320$. The integrations by parts give these terms the signs $+,+,-,-,+$:

$$\int_0^1w\cos(xt)\,dt=\frac{384\sin x}{x^5}+\frac{3840\cos x}{x^6}-\frac{17280\sin x}{x^7}-\frac{40320\cos x}{x^8}+\frac{40320\sin x}{x^9}.$$

Multiplying by $\pi a^3/2$ and taking out the leading factor,

$$\tilde p(q)=\frac{192\pi a^3}{x^5}\left[\left(1-\frac{45}{x^2}+\frac{105}{x^4}\right)\sin x+\left(\frac{10}{x}-\frac{105}{x^3}\right)\cos x\right].$$

For $x\gg1$ the tail is $192\pi a^3\sin(qa)/(qa)^5$, unless the sine is so small that the cosine term matters. The power comes from the edge of the sphere, where $p$ vanishes as $(a-r)^3$.

If the exponent 3 is replaced by an integer $\nu\ge0$, the same first step gives $w=(1-t^2)^{\nu+1}$. Its first nonzero derivative at $t=1$ has order $\nu+1$, so $\tilde p$ falls as $q^{-(\nu+2)}$. The number of vectors $\mathbf m$ in a shell of unit thickness grows as $m^2$. The sum of absolute values therefore behaves as $\int m^{2-\nu-2}dm=\int m^{-\nu}dm$, which converges at large $m$ for $\nu\ge2$. With $\nu=3$ the series for the force, which has one more power of $m$, also converges absolutely.

A p-type projector $x\,p(r)$, where $x$ is now the Cartesian coordinate, follows by differentiation, because $\partial e^{-i\mathbf q\cdot\mathbf r}/\partial q_x=-ix\,e^{-i\mathbf q\cdot\mathbf r}$. Its transform is $i\,\partial\tilde p/\partial q_x$, with the leading tail $192\pi i\,a^4(q_x/q)\cos(qa)/(qa)^5$. The power is the same, but the sine has become a cosine. A ratio $a/h$ that suppresses the leading tail in one channel does not suppress it in the other.

### (f) An atom moved across half a grid period

**Question.** Take $a=1.30$ Å, $h=0.40$ Å and $D=20$ eV as model parameters. The orbital is $e^{ikz}/\sqrt\Omega$ in a cubic box of edge $L=16h=6.40$ Å and volume $\Omega$, with $k=2\pi/L$. The projector of part (e) is normalized to $\int p^2d^3r=1$. The atom is at $(X,h/4,h/4)$. Predict the energy error and the force from the shortest reciprocal vectors, and compare them with the grid sum.

**Solution.** Here $\tilde p$ is real, and the first-order energy error relative to $E$ is

$$\frac{E^{(1)}}{E}=\frac{2}{\tilde p(k)}\sum_{\mathbf G\neq0}\cos(\mathbf G\cdot\mathbf R)\,\tilde p(|\mathbf k-\mathbf G|).$$

The normalization cancels in this ratio. As $\mathbf k$ points along $z$, $|\mathbf k-\mathbf G|$ is unchanged when $m_x$ or $m_y$ changes sign. Expand $\cos(\mathbf G\cdot\mathbf R)$ by the addition theorem. Every term except the product of three cosines contains $\sin(gm_xX)$ or $\sin(gm_yY)$, and cancels against the term of opposite sign. What remains is $\cos(gm_xX)\cos(gm_yY)\cos(gm_zZ)$. At $Y=Z=h/4$ the last two factors are $\cos(\pi m_y/2)$ and $\cos(\pi m_z/2)$, which vanish for odd $m_y$ or $m_z$.

Of the six shortest vectors, the two along $x$ survive. Both have $|\mathbf k-\mathbf G|=q_1=\sqrt{g^2+k^2}$, so that

$$E^{(1)}\approx E_1\cos gX,\qquad E_1=4E\,\frac{\tilde p(q_1)}{\tilde p(k)} .$$

The numbers are $k=0.982$ Å$^{-1}$ and $g=15.708$ Å$^{-1}$. With the normalization integral evaluated numerically, the true projection is $|P|=0.101483$. The energy is $E=20\times0.101483^2=0.20598$ eV. The formula of part (e) gives $\tilde p(q_1)/\tilde p(k)=2.480\times10^{-4}$, and therefore

$$E_1=4\times0.20598\times2.480\times10^{-4}\ {\rm eV}=2.043\times10^{-4}\ {\rm eV}.$$

The table lists $E_h-E$ in units of $10^{-4}$ eV. The second column comes from direct summation over the grid points. The third comes from the reciprocal series with each component of $\mathbf m$ between $-30$ and 30.

| $X/h$ | grid sum | series | $E_1\cos gX$ |
|---|---|---|---|
| 0 | 1.904 | 1.904 | 2.043 |
| 0.125 | 1.372 | 1.372 | 1.445 |
| 0.25 | 0.081 | 0.081 | 0 |
| 0.375 | −1.313 | −1.313 | −1.445 |
| 0.5 | −1.930 | −1.930 | −2.043 |

Half the difference between the first and last grid values is $1.917\times10^{-4}$ eV, or $7.04\times10^{-6}$ hartree. Relative to $E$ this is $9.3\times10^{-4}$. The single harmonic is 7 % larger than this half swing.

The difference belongs to longer vectors. The eight vectors of types $(\pm1,\pm2,0)$ and $(\pm1,0,\pm2)$ also vary as $\cos gX$, with the factor $\cos\pi=-1$. By the power law each has an envelope of about $5^{-5/2}=0.018$ relative to one of the two leading vectors. The envelope gives only the scale, about $4\times0.018$ or 7 % of $E_1$, and not the sign. Evaluating the formula of part (e) at $|\mathbf k-\mathbf G|$ gives ratios to a leading component of $0.0195$ for the four vectors $(\pm1,\pm2,0)$, $0.0163$ for $(\pm1,0,2)$ and $0.0019$ for $(\pm1,0,-2)$. All are positive, so with the factor $-1$ they lower the amplitude by $(4\times0.0195+2\times0.0163+2\times0.0019)/2=5.7$ % of $E_1$. The half swing lies 6.2 % of $E_1$ below $E_1$, so these eight vectors account for most of the difference. At $X=h/4$ the leading harmonic vanishes, and the remaining error comes from longer vectors too. The close agreement depends on the line chosen: $Y=Z=h/4$ removes all vectors with odd $m_y$ or $m_z$, among them the second shell of type $(\pm1,\pm1,0)$. At other positions longer vectors weigh more. For the same projector and grid with $k=0$, the relative error of the projection is $+9.2\times10^{-4}$ with the atom on a grid point and $-1.8\times10^{-3}$ at the centre of a cell, whereas the six shortest vectors of part (b) give $\pm1.43\times10^{-3}$.

The predicted force at $X=h/4$ is $gE_1=15.708\times2.043\times10^{-4}=3.21\times10^{-3}$ eV/Å. A central difference of the grid energy gives $2.95\times10^{-3}$ eV/Å, where the true force is zero.

The cell average of $|P_h|^2$, taken over $16^3$ equally spaced positions of the atom, exceeds $|P|^2$ by a fraction $3.5\times10^{-7}$. This is far below the first-order swing, as expected of a quadratic effect.

The standing wave of part (c), $\sqrt{2/\Omega}\cos kx$, has $kh=2\pi/16$. At $\mathbf R=(jh,0,0)$ the direct sum minus the true projection is $1.247\times10^{-4}$, $1.152\times10^{-4}$ and $0.882\times10^{-4}$ for $j=0,1,2$, and zero to rounding for $j=4$. The ratios to the first value are $\cos(\pi/8)=0.924$, $\cos(\pi/4)=0.707$ and $\cos(\pi/2)=0$. The error at equivalent grid positions follows the orbital.

### (g) What a finer grid gains

**Question.** For $k=0$, how does the leading $x$ harmonic of the projection error depend on $h$? Does a finer grid always reduce it in proportion to the power law?

**Solution.** The two vectors $\pm g$ along $x$ give the harmonic, relative to the true projection, the amplitude

$$A(h)=\frac{2\tilde p(g)}{\tilde p(0)},\qquad ga=\frac{2\pi a}{h}.$$

The tail of part (e), divided by $\tilde p(0)=64\pi a^3/315$, has the prefactor $2\times192\times315/64=1890$. Thus

$$A(h)\approx1890\,\frac{\sin(2\pi a/h)}{(2\pi a/h)^5}.$$

The envelope falls as $h^5$, while the sine depends on how the diameter of the sphere fits the grid. It vanishes when $2a/h$ is an integer, and the cosine term in $\tilde p$ then takes over.

To extract the harmonic from grid sums, take half the difference between the sums at $X=0$ and $X=h/2$. This removes even $m_x$. Then average over the 16 positions with $Y$ and $Z$ equal to $0,h/4,h/2,3h/4$. This removes all terms in which $m_y$ or $m_z$ is not a multiple of four. The small remainder consists of higher harmonics.

| $h$ (Å) | $a/h$ | grid sums | $2\tilde p(g)/\tilde p(0)$ |
|---|---|---|---|
| 0.400 | 3.25 | $4.74\times10^{-4}$ | $4.75\times10^{-4}$ |
| 0.260 | 5.00 | $1.93\times10^{-5}$ | $1.94\times10^{-5}$ |
| 0.208 | 6.25 | $1.95\times10^{-5}$ | $1.96\times10^{-5}$ |
| 0.080 | 16.25 | $1.69\times10^{-7}$ | $1.70\times10^{-7}$ |

In the first, third and last rows the sine is one. From the first row to the last, $h$ falls by a factor 5 and the error by about 2800, close to $5^5=3125$. The correction $1-45/x^2$ lowers the first value by about a tenth and accounts for most of the difference.

In the second row the sine is zero, and the cosine term alone gives the amplitude. Going from $h=0.260$ Å to $0.208$ Å nearly doubles the number of grid points per volume, since $1.25^3=1.95$, but this harmonic does not become smaller. The answer to the question is no. The comparison concerns one harmonic of one s-type projector; other harmonics and channels have other phases.

### (h) Removing the components that cause the error

**Question.** Suppose that $\tilde p(\mathbf q)=0$ for $|\mathbf q|>q_c$ and that the orbital contains only wavevectors with $|\mathbf k|\le k_{\max}$. Under what condition does the egg-box error of the projection vanish? What does the filter cost?

**Solution.** The error contains $\tilde p^*(\mathbf k-\mathbf G)$ with $|\mathbf G|\ge2\pi/h$. By the triangle inequality,

$$|\mathbf k-\mathbf G|\ge|\mathbf G|-|\mathbf k|\ge\frac{2\pi}{h}-k_{\max}.$$

If this lower bound exceeds $q_c$, every term vanishes. A sufficient condition is therefore

$$q_c+k_{\max}<\frac{2\pi}h .$$

The limit for the product is $2\pi/h$, twice the Nyquist wavevector $\pi/h$, because the integral needs only the component of the product at zero wavevector. Other components may be misrepresented on the grid without harm. If the orbital itself extends up to $k_{\max}=\pi/h$, the condition becomes $q_c<\pi/h$.

A filtered projector no longer vanishes outside a sphere, so the argument of part (a) is replaced by one for a periodic box. Let the box have $N$ points per edge and write

$$p_f(\mathbf r)=\frac1\Omega\sum_{|\mathbf q|\le q_c}\tilde p(\mathbf q)e^{i\mathbf q\cdot\mathbf r},$$

where the components of $\mathbf q$ are multiples of $2\pi/L$. The grid sum of $e^{i(\mathbf k-\mathbf q)\cdot\mathbf r}$ over the box is a product of three geometric sums. It equals $\Omega/h^3$ if $\mathbf k-\mathbf q$ is a reciprocal grid vector, and zero otherwise. The grid projection thus contains the terms $\mathbf q=\mathbf k-\mathbf G$ that lie inside the cutoff, and no others.

In the box of part (f), $N=16$, and $\mathbf k$ has length 1 in units of $2\pi/L$. A cutoff of 14 satisfies $14+1<16$. The computed error, relative to $\tilde p(0)$ of the unnormalized projector, is $2\times10^{-15}$, which is rounding. A cutoff of 15 admits the vector of length 15 that is opposite to $\mathbf k$ and differs from it by a reciprocal grid vector. The relative error rises to $2.7\times10^{-4}$. One admitted component is enough to restore the egg-box error.

The filter leaves the true projection of a plane wave unchanged if $|\mathbf k|\le q_c$, since $\tilde p(\mathbf k)$ is kept. Components of the orbital with $|\mathbf k|>q_c$ lose their projection altogether; this happens when $q_c<k_{\max}$, as in the case $k_{\max}=\pi/h$ above. The other cost is the loss of localization. In free space a nonzero function confined to a sphere has an analytic Fourier transform, which cannot vanish throughout the region $|\mathbf q|>q_c$. A projector that is cut off again in real space can therefore have small components at the harmful wavevectors, but it cannot have a strict cutoff in reciprocal space.
